# Does a valence-tuned RPA frequency grid serve an all-electron calculation?

## Question

I compute direct-RPA correlation energies by integrating over imaginary frequency. My grid was built for the excitation energies of a frozen-core calculation, and there a handful of points is plenty. Now I want to correlate the core electrons too. The integrand is smooth and falls off quickly at high frequency, and core excitations have large energy denominators, so I would expect the same grid to serve. Is that right? If not, how large is the error, and how many points do I need?

## Answer

No. For total energies the old grid can lose most of the correlation energy of a deep core shell. For a grid tuned to an energy window, adding points while keeping the valence window is an expensive cure; moving the window is a cheap one. Both statements can be derived, starting from what a grid does to a single excitation energy.

### The energy error of any grid

I use Hartree atomic units, real spin orbitals, a finite basis and zero temperature. The index $n$ labels an excitation $i\to a$ with orbital-energy difference $D_n>0$. The matrix $V$ holds the Coulomb integrals $(ia|jb)$ and is positive semidefinite. "Direct" means that the kernel contains no exchange. With

$$L(x,\omega)=\frac{2x}{x^2+\omega^2},\qquad \int_0^\infty L(x,\omega)\,d\omega=\pi ,$$

and $F$ the diagonal matrix of the $L(D_n,\omega)$, the correlation energy is

$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1+F^{1/2}VF^{1/2})-F^{1/2}VF^{1/2}\right].$$

The trace of the logarithm is the logarithm of a determinant. Since $F=2D(D^2+\omega^2)^{-1}$,

$$\det(1+FV)=\frac{\det(D^2+\omega^2+2DV)}{\det(D^2+\omega^2)}=\prod_n\frac{\Omega_n^2+\omega^2}{D_n^2+\omega^2}.$$

Here $\Omega_n^2$ are the eigenvalues of $D^2+2D^{1/2}VD^{1/2}$, which is similar to $D^2+2DV$. The $\Omega_n$ are the RPA excitation energies. Sort both sets in ascending order; then $\Omega_n\ge D_n$, because a positive semidefinite matrix has been added to $D^2$.

As $\partial_x\ln(x^2+\omega^2)=L(x,\omega)$, each logarithm is an integral of $L$ over $x$, and the integrand becomes

$$\sum_n\left[\int_{D_n}^{\Omega_n}L(x,\omega)\,dx-V_{nn}L(D_n,\omega)\right].$$

A grid with frequencies $\omega_j$ and weights $w_j$ therefore enters through one function, its relative error for $L$:

$$\delta(x)=\frac1\pi\sum_j w_jL(x,\omega_j)-1 .$$

Replacing $\int L\,d\omega=\pi$ by $\pi[1+\delta(x)]$ gives

$$E_{\rm grid}-E_c=\frac12\sum_n\left[\int_{D_n}^{\Omega_n}\delta(x)\,dx-V_{nn}\,\delta(D_n)\right].$$

With $\delta=0$ the same steps give $E_c=\frac12\sum_n(\Omega_n-D_n-V_{nn})$, so $\sum_n(\Omega_n-D_n)=2E_c+\sum_nV_{nn}$. If $|\delta|\le\delta_{\max}$ at all energies involved, then

$$|E_{\rm grid}-E_c|\le\delta_{\max}\left(\sum_nV_{nn}+E_c\right).$$

Now take a fixed grid with finitely many points and positive weights. Since $L(x,\omega_j)\le2/x$, its sum vanishes as $x\to\infty$, and $\delta(x)\to-1$. For sufficiently high excitations the grid misses almost the whole integral.

A time grid has the same defect. It replaces $1/x=\int_0^\infty e^{-xt}dt$ by $\sum_kw_ke^{-xt_k}$ with $t_k>0$. The relative error $x\sum_kw_ke^{-xt_k}-1$ also tends to $-1$. The point counts below are for frequency grids.

### Why fast decay and large denominators do not help

The leading term of $\ln(1+X)-X$ is $-X^2/2$, so a pair of excitations of equal energy $x$ contributes through $L^2$. This function has a width of order $x$: at $\omega=x$ it still has a quarter of its value at $\omega=0$, and the $\omega^{-4}$ decay sets in only for $\omega\gg x$. A core shell still responds at frequencies where the valence shell no longer does.

Nor is the core contribution negligible. Integrating $L^2$ gives $\pi/x$ (shown below), so this contribution scales as $V^2/x$. For hydrogen-like orbitals of nuclear charge $Z$, lengths scale as $1/Z$, Coulomb integrals as $Z$ and excitation energies as $Z^2$. The ratio $V^2/x$ is then independent of $Z$: the stronger coupling of a compact shell compensates its larger denominator.

### A grid tuned to a window

To count points I need a definite grid. Let the window $[a,b]$ contain all $D_n$ and $\Omega_n$. The singularities of the integrand lie at $\omega=\pm ix$ with $x$ in this window. Introduce $u$ by

$$\frac{d\omega}{du}=\frac{\sqrt{(a^2+\omega^2)(b^2+\omega^2)}}{b},\qquad \omega(0)=0 .$$

As $\omega$ runs from $0$ to $\infty$, $u$ runs from $0$ to a finite $K_0$. Following the imaginary axis, $\omega=iy$, from $y=0$ to $a$ gives $u=iv$ with $v$ rising from 0 to $K_1$:

$$K_0=\int_0^\infty\!\!\frac{b\,d\omega}{\sqrt{(a^2+\omega^2)(b^2+\omega^2)}},\quad K_1=\int_0^a\!\!\frac{b\,dy}{\sqrt{(a^2-y^2)(b^2-y^2)}} .$$

At $y=a$ one square root changes phase and the path in $u$ turns by a right angle; at $y=b$ it turns again. The first quadrant of $\omega$ is thus mapped onto a rectangle with sides $K_0$ and $K_1$. The singular segment from $ia$ to $ib$ is its top edge, and the part above $ib$ is its right edge.

Reflecting the rectangle in its edges extends the map and gives $\omega(u+2K_0)=\omega(u)$ and $\omega(u+2iK_1)=-\omega(u)$. The grid is the midpoint rule in $u$:

$$u_j=\left(j-\tfrac12\right)\frac{K_0}{N},\quad \omega_j=\omega(u_j),\quad w_j=\frac{K_0}{N}\left.\frac{d\omega}{du}\right|_{u_j},\quad j=1,\dots,N .$$

### Its error inside the window

Consider $g(u)=\frac{x}{x^2+\omega^2}\frac{d\omega}{du}$. It is even, has period $2K_0$, and integrates to $\pi$ over one period. It is finite at $u=K_0$, where $\omega\to\infty$, because $d\omega/du\to\omega^2/b$ there.

Extended to $-K_0<u<K_0$, the rule has $2N$ equally spaced points. It integrates every Fourier component $e^{i\pi nu/K_0}$ correctly except those with $n=2Nm$, $m\ne0$. For these it returns $2K_0(-1)^m$ instead of zero. Adding the equal terms for $\pm m$,

$$\delta(x)=\frac2\pi\sum_{m\ge1}(-1)^mI_{2Nm},\qquad I_n=\int_{-K_0}^{K_0}g(u)\,e^{i\pi nu/K_0}du .$$

To find $I_n$, close the contour along the line shifted by $2iK_1$. There $g$ has changed sign and the exponential has gained the factor $e^{-2\pi nK_1/K_0}$, while the vertical sides cancel by periodicity. Hence

$$I_n\left(1+e^{-2\pi nK_1/K_0}\right)=2\pi i\sum\text{residues}.$$

For $x$ in the window, $\omega=ix$ occurs at $u=\pm s+iK_1$, with $0\le s\le K_0$. From $\frac{x}{x^2+\omega^2}=\frac1{2i}\left[\frac1{\omega-ix}-\frac1{\omega+ix}\right]$, each residue of $g$ is $1/(2i)$, to be multiplied by the exponential at the pole. This yields

$$I_n=\pi\,\frac{\cos(\pi ns/K_0)}{\cosh(\pi nK_1/K_0)} .$$

The $m=1$ term dominates once $N$ is large enough for a small error:

$$\max|\delta|\approx\frac{2}{\cosh(2\pi NK_1/K_0)}\approx4e^{-2\pi NK_1/K_0}.$$

For $b\gg a$, $K_1\to\int_0^a dy/\sqrt{a^2-y^2}=\pi/2$. The integrand of $K_0$, with its differential, is unchanged by $\omega\to ab/\omega$, so $K_0$ is twice the integral up to $\sqrt{ab}$. In that half $\omega\ll b$, hence $K_0\approx2\,\mathrm{arsinh}\sqrt{b/a}\approx\ln(4b/a)$. Therefore

$$N\approx\frac{1}{\pi^2}\ln\frac{4b}{a}\,\ln\frac4{\delta_{\max}} .$$

The cost of a wider window is logarithmic.

### Its error above the window

Let $x>b$. The point $\omega=ix$ now lies on the right edge, at $u=K_0+iv$, where

$$v(x)=\int_x^\infty\frac{b\,dy}{\sqrt{(y^2-a^2)(y^2-b^2)}}\approx\frac bx\quad(x\gg b).$$

A second pole is its mirror image in the top edge, at $K_0+i(2K_1-v)$. Both lie on the vertical sides of the contour. Since the integrand has period $2K_0$, the contour can be shifted slightly along the real axis without changing $I_n$; it then encloses each pole once, again with residue $1/(2i)$. For even $n$ the phase from $K_0$ is 1, so the two poles give

$$I_n=\pi\,\frac{e^{-\pi nv/K_0}+e^{-\pi n(2K_1-v)/K_0}}{1+e^{-2\pi nK_1/K_0}} .$$

The second exponential and the correction in the denominator are no larger than the order of the error inside the window, so I drop them. With $y=\pi Nv/K_0$ from here on,

$$\delta(x)\approx2\sum_{m\ge1}(-1)^me^{-2my}=-\frac{2}{e^{2y}+1}=\tanh y-1 .$$

Solving for the number of points at a small target $|\delta|$ gives

$$N\approx\frac{K_0}{2\pi v}\ln\frac2{|\delta|}\approx\frac{K_0}{2\pi}\,\frac xb\,\ln\frac2{|\delta|}.$$

With the valence window kept, the cost grows linearly with the core energy.

For a pair of excitations of equal energy $x$, the second-order energy has a slightly different error. Direct differentiation gives $xL^2=L-x\,\partial_xL$. Integrated over $\omega$, this is $\int L^2d\omega=\pi/x$. Summed on the grid, it gives $(\pi/x)(1+\delta-x\delta')$. For $x\gg b$, $y$ is proportional to $1/x$, and the relative error is

$$\delta-x\delta'\approx\tanh y-1+\frac{y}{\cosh^2y} .$$

It tends to $-1$ for $y\to0$: a very deep excitation is lost. For large $y$ it is about $(4y-2)e^{-2y}$, which is positive: the correlation is overcounted. Errors of different shells can thus have opposite signs, and a small total error at one $N$ does not establish convergence.

### Sulfur atom

The example is a triplet sulfur atom with UHF orbitals. A frozen-core run in cc-pVDZ has its excitation energies between $a=0.3918$ and $b=1.8435$ Ha. For $\delta_{\max}=10^{-6}$ this window needs 5 points, the highest at 6.14 Ha. The frozen-core energy, $-0.1091$ Ha, then has an error of only $6\times10^{-8}$ Ha.

For the all-electron run I uncontracted the same basis, so that the core orbitals have functions to correlate with. The lowest 1s excitation is at 92.01 Ha, about 50 times the old upper limit. There $v\approx1.8435/92.01=0.0200$, and with $K_0=2.957$

$$y\approx\frac{5\pi\times0.0200}{2.957}\approx0.106,\qquad \delta\approx\tanh(0.106)-1\approx-0.89 .$$

The second-order error at this energy is $-0.79$.

Applying the 5-point grid to separate excitation spaces in the larger basis shows where the energy goes:

| Excitations from | $E_c$ (Ha) | Grid error (Ha) |
|---|---:|---:|
| valence shell | $-0.1151$ | $-0.0004$ |
| L shell | $-0.1232$ | $+0.0137$ |
| 1s | $-0.0633$ | $+0.0575$ |
| all shells | $-0.3335$ | $+0.0835$ |

The grid misses 91% of the 1s-only correlation energy and 25% of the all-electron one. The latter error is 0.0835 Ha, or 2.27 eV. The three separate errors add up to 0.0707 Ha; the remaining 0.0128 Ha comes from coupling between shells.

These energies are not converged with the basis, and the percentages depend on it. The frozen-core energy moves from $-0.1091$ to $-0.1573$ Ha in cc-pVTZ. With the same 5-point grid, the all-electron energy and its error are $-0.3867$ and $+0.0842$ Ha (22%) in uncontracted cc-pVTZ, $-0.3754$ and $+0.0365$ Ha (10%) in cc-pCVDZ, and $-0.5863$ and $+0.0956$ Ha (16%) in cc-pCVTZ. The share of the 1s-only energy that is lost stays at about 80 to 90%.

The L shell shows why one excitation energy is not enough to judge a grid. At its lowest excitation, 6.67 Ha, the second-order error is $+0.19$, an overcount. Yet the L-shell energy as a whole is undercounted by 11%. Much of this energy comes from higher excitations, where the sign is reversed: with only the excitations below 15.3 Ha, the L-shell energy is overcounted by 5.6 mHa.

The valence row separates the effect of the core electrons from that of the larger basis. Uncontracting also gives the valence electrons excitations above the old window, but the resulting error is below 1% of the 1s error. Its sign is that of an overcount. The second-order error changes sign at $y\approx0.64$, about 15 Ha for this grid, so the overcount points to excitations moderately above the window rather than to the very high ones, which are undercounted. The error is nevertheless 0.4 mHa, so a frozen-core run in an uncontracted basis also deserves a check of its window.

### How many points

In the uncontracted basis the excitation energies reach $2.195\times10^5$ Ha, and $b/a=5.61\times10^5$. Much of this extreme range is due to the steep functions, since the 1s threshold itself is at 92 Ha. The logarithmic law gives

$$N\approx\frac{\ln(4\times5.61\times10^5)\,\ln(4\times10^6)}{\pi^2}\approx\frac{14.62\times15.20}{9.87}\approx22.5,$$

so 23 points suffice for $\delta_{\max}=10^{-6}$. The all-electron energy error is then $5\times10^{-8}$ Ha in magnitude, within the guaranteed bound of $4.3\times10^{-5}$ Ha.

If you keep the valence window, the same $|\delta|$ at the lowest 1s excitation alone takes

$$N\approx\frac{2.957}{2\pi\times0.0200}\ln(2\times10^6)\approx341 .$$

Even that does not settle the energy. Above the window $|\delta|$ grows with $x$, so the excitations above 92 Ha, from whichever shell they start, are still integrated less accurately: the error is $-3.2$ mHa at $N=320$ and still $-1.8$ mHa at $N=640$. It was $+3.8$ mHa at $N=80$ and $-4.5$ mHa at $N=160$, so somewhere between them it passes through an accidental zero.

For an energy error that stays below $10^{-4}$ Ha over the scanned grids, the full window needs 15 points. The valence window needs between 1974 and 2153, two neighbouring counts in a scan with steps of 9%. The numerical check below contains both scans. Both counts reflect the uncontracted basis. In cc-pCVDZ and cc-pCVTZ the excitation energies end near 110 and 180 Ha; the full window then needs 8 and 9 points, and the same valence window about 190 and 380 (scan steps of 19%).

### What to do

Set $a$ at or below the smallest excitation energy of the actual run, and $b$ above the largest, with a margin because $\Omega_n\ge D_n$. The margin is cheap: doubling $b$ adds $\ln2\,\ln(4/\delta_{\max})/\pi^2$ points, about one at $\delta_{\max}=10^{-6}$. Then increase $N$ until the energy is stable over several successive grids.

Two limits apply. The linear and logarithmic laws were derived for this grid; another construction can have different laws, although any fixed finite grid with positive weights fails at high enough energy. For example, Gauss–Legendre points $t_j$ mapped by $\omega=\omega_0(1+t)/(1-t)$ with the valence scale $\omega_0=\sqrt{ab}=0.85$ Ha reach $10^{-4}$ Ha with 5 points in the frozen-core run and about 84 in the all-electron run of the uncontracted basis. And these are errors of total energies. In an energy difference that leaves the core nearly unchanged, the core errors can cancel almost completely: with the 5-point grid in the uncontracted basis the errors for S and quartet S$^+$ are $+83.53$ and $+83.46$ mHa, so the ionisation energy is off by only 0.07 mHa. The bound derived above does not guarantee this cancellation, so it should be checked for the difference at hand, above all when the core changes.

## Computed values

```
Sulfur atom, triplet, UHF + direct RPA
basis functions: cc-pVDZ 18, uncontracted 41
UHF energy, uncontracted basis: -397.497141 Ha
valence window: a = 0.3918 Ha, b = 1.8435 Ha
valence range b/a: 4.706
all-electron window: a = 0.3914 Ha, b = 219514.7 Ha
all-electron range b/a: 5.6078e+05
elliptic periods, valence: K0 = 2.95745, K1 = 1.58900
target for max|delta|: 1e-06
points for target: valence window 5, full window 23
highest frequency of valence grid: 6.139 Ha
highest frequency of full grid: 6.790e+05 Ha
frozen-core cc-pVDZ: exact E_c = -0.109104 Ha
frozen-core cc-pVDZ: valence-grid error = 6.04e-08 Ha
Uncontracted basis, valence grid (separate excitation spaces):
  valence only: exact E_c = -0.115093 Ha, error = -0.000447 Ha
  L shell only: exact E_c = -0.123210 Ha, error = +0.013654 Ha
  1s only: exact E_c = -0.063282 Ha, error = +0.057542 Ha
  all electrons: exact E_c = -0.333451 Ha
  all electrons: error = +0.083527 Ha = +2.2729 eV
  error from exact identity: +0.083527 Ha
retuned grid, all electrons: error = -5.23e-08 Ha
rigorous bound for retuned grid: 4.25e-05 Ha
lowest L shell excitation: 6.6746 Ha, delta = -0.09720, second-order error = +0.18559
lowest 1s excitation: 92.0100 Ha, delta = -0.89398, second-order error = -0.78873
valence window kept, points for lowest 1s excitation: 341
range b/a, points found, logarithmic estimate (delta target):
  1e+01  6  5.68
  1e+02  10  9.23
  1e+03  13  12.78
  1e+04  17  16.32
  1e+05  20  19.87
all-electron error with valence window kept:
  N = 5: +8.353e-02 Ha
  N = 10: +5.206e-02 Ha
  N = 20: +3.981e-02 Ha
  N = 40: +2.329e-02 Ha
  N = 80: +3.826e-03 Ha
  N = 160: -4.529e-03 Ha
  N = 320: -3.216e-03 Ha
  N = 640: -1.826e-03 Ha
  N = 1280: -5.105e-04 Ha
  N = 2560: -5.133e-05 Ha
  N = 5120: -7.579e-06 Ha
all-electron error with full window:
  N = 6: -2.821e-02 Ha
  N = 10: +1.456e-03 Ha
  N = 14: -1.104e-04 Ha
  N = 18: +8.840e-06 Ha
  N = 22: +3.274e-08 Ha
  N = 26: +3.930e-08 Ha
energy target: 1e-04 Ha
points for it, valence window (scan in 9 percent steps): 2153
points for it, full window: 15
```
